# Franck-Condon Blockade and Avalanche Transport Through One Vibrating Level: verification in Python

```python
"""Franck-Condon blockade and avalanche transport through one vibrating level.

Result under test: with equilibrated vibrations the current on bias plateau n is
    I_n = (e Gamma / 2 hbar) exp(-g) sum_{k<=n} g^k/k!,   Fano factor 1/2;
with unequilibrated vibrations and strong coupling, avalanches give
    F = <(N - <N> T/<T>)^2>/<N>, close to <N^2>/<N> when quiet waits dominate.
g: Huang-Rhys factor; Gamma: tunnelling energy of each lead; q: vibrational
quantum number; N, T: net charge number and duration of one renewal cycle.
Plateau n has n*hbar*omega < eV/2 < (n+1)*hbar*omega; its centre is used.
Internally energies are in hbar*omega and rates in Gamma/hbar.
"""
import numpy as np
from scipy.constants import e, hbar, k as k_boltzmann
from scipy.integrate import quad
from scipy.special import eval_genlaguerre, expit, gammaln

phonon_energy = 10e-3 * e
gamma_energy = 10e-9 * e
temperature = 1.0
g_main = 16.0
thermal = k_boltzmann * temperature / phonon_energy
rate_unit = gamma_energy / hbar
current_unit = e * rate_unit


def franck_condon(g, size):
    """Squared overlaps of the undisplaced and displaced oscillator states."""
    a, b = np.indices((size, size))
    low, high = np.minimum(a, b), np.maximum(a, b)
    log_factor = (-g + (high - low) * np.log(g)
                  + gammaln(low + 1) - gammaln(high + 1))
    laguerre = eval_genlaguerre(low, (high - low).astype(float), g)
    return np.exp(log_factor) * laguerre**2


def master_equation(g, plateau, relaxation=0.0, size=60):
    """Current and Fano factor from the full charge-vibration rate equations."""
    overlap = franck_condon(g, size)
    final, initial = np.indices((size, size))
    change = final - initial
    mu = plateau + 0.5
    in_left = overlap * expit((mu - change) / thermal)
    in_right = overlap * expit((-mu - change) / thermal)
    out_left = overlap * expit((-change - mu) / thermal)
    out_right = overlap * expit((-change + mu) / thermal)
    generator = np.zeros((2 * size, 2 * size))
    generator[size:, :size] = in_left + in_right
    generator[:size, size:] = out_left + out_right
    generator -= np.diag(generator.sum(axis=0))
    boltzmann = np.exp(-np.arange(size) / thermal)
    boltzmann /= boltzmann.sum()
    relax = relaxation * (boltzmann[:, None] - np.eye(size))
    generator[:size, :size] += relax
    generator[size:, size:] += relax
    # Count electrons crossing the right junction, outward positive.
    jump_out = np.zeros_like(generator)
    jump_in = np.zeros_like(generator)
    jump_out[:size, size:] = out_right
    jump_in[size:, :size] = in_right
    first = jump_out - jump_in
    second = jump_out + jump_in
    bordered = generator.copy()
    bordered[0, :] = 1.0
    rhs = np.zeros(2 * size)
    rhs[0] = 1.0
    probability = np.linalg.solve(bordered, rhs)
    mean = (first @ probability).sum()
    source = first @ probability - mean * probability
    source[0] = 0.0
    response = np.linalg.solve(bordered, source)
    variance = (second @ probability).sum() - 2 * (first @ response).sum()
    return mean, variance / mean


def renewal_cycle(g, plateau, size=60):
    """Zero-temperature cycle moments from first-jump equations for q alone."""
    overlap = franck_condon(g, size)
    initial, final = np.indices((size, size))
    change = final - initial
    mu = plateau + 0.5
    forward = overlap * (change < mu)
    backward = overlap * (change < -mu)
    escape = (forward + backward).sum(axis=1)
    jump = (forward + backward) / escape[:, None]
    charge = (forward - backward) / (2 * escape[:, None])
    # The cycle ends on return to q=0 from an excited state.
    continues = ~((initial > 0) & (final == 0))
    jump_on, charge_on = jump * continues, charge * continues
    matrix = np.eye(size) - jump_on
    n1 = np.linalg.solve(matrix, charge.sum(axis=1))
    t1 = np.linalg.solve(matrix, 1 / escape)
    n2 = np.linalg.solve(matrix, 0.25 + 2 * charge_on @ n1)
    t2 = np.linalg.solve(matrix, 2 / escape**2 + 2 * (jump_on @ t1) / escape)
    nt = np.linalg.solve(matrix, n1 / escape + charge_on @ t1)
    quiet = 1 / overlap[0, 1:plateau + 1].sum()
    return n1[0], t1[0], n2[0], t2[0], nt[0], quiet


# Polaron shift and overlaps from direct diagonalization of the occupied sector.
basis = 240
ladder = np.diag(np.sqrt(np.arange(1, basis)), 1)
occupied = np.diag(np.arange(basis)) + np.sqrt(g_main) * (ladder + ladder.T)
levels, vectors = np.linalg.eigh(occupied)
assert np.allclose(levels[:25], np.arange(25) - g_main, atol=1e-9)
direct_overlap = vectors[:25, :25]**2
overlap_main = franck_condon(g_main, 60)
assert np.allclose(direct_overlap, overlap_main[:25, :25], rtol=1e-6, atol=1e-13)
growth = direct_overlap[1, 2] / direct_overlap[0, 1]
assert np.isclose(growth, (g_main - 2)**2 / 2, rtol=1e-6)

print(f"phonon energy = {phonon_energy / e * 1e3:.1f} meV")
print(f"tunnelling energy per lead = {gamma_energy / e * 1e9:.1f} neV")
print(f"temperature = {temperature:.1f} K; kT/phonon energy = {thermal:.5f}")
print(f"Huang-Rhys factor g = {g_main:.1f}; exp(-g) = {np.exp(-g_main):.4e}")
print(f"bare tunnelling rate Gamma/hbar = {rate_unit:.4e} 1/s")
print(f"unblocked current e Gamma/(2 hbar) = {current_unit / 2:.4e} A")
for q in range(5):
    print(f"upward rate {q}->{q + 1} = {overlap_main[q, q + 1] * rate_unit:.4e} 1/s")
print(f"rate ratio (1->2)/(0->1) = {growth:.2f}")

# Fast relaxation in the full equations against the Poisson plateau sum.
# The finite relaxation rate leaves an excited population of order 1e-3.
for n in (0, 1, 2, 3, 4, 16, 24):
    orders = np.arange(n + 1)
    poisson_sum = np.exp(-g_main + orders * np.log(g_main)
                         - gammaln(orders + 1)).sum()
    current, fano = master_equation(g_main, n, relaxation=1e3)
    assert abs(current / (poisson_sum / 2) - 1) < 5e-3
    assert abs(fano - 0.5) < 5e-3
    print(f"equilibrated n={n}: I = {poisson_sum / 2 * current_unit:.4e} A, "
          f"I/unblocked = {poisson_sum:.4e}, F = {fano:.3f}")

blocked, blocked_fano = master_equation(g_main, 0)
assert np.isclose(blocked, np.exp(-g_main) / 2, rtol=1e-6)
assert np.isclose(blocked_fano, 0.5, rtol=1e-5)
print(f"unequilibrated n=0: I = {blocked * current_unit:.4e} A, "
      f"F = {blocked_fano:.3f}")
print(f"blocked electron rate = {blocked * rate_unit:.4f} 1/s")

# Full counting noise against the reduced renewal description.
for n in range(1, 5):
    current, fano = master_equation(g_main, n)
    n1, t1, n2, t2, nt, quiet = renewal_cycle(g_main, n)
    slope = n1 / t1
    renewal_fano = (n2 - 2 * slope * nt + slope**2 * t2) / n1
    assert np.isclose(current, slope, rtol=1e-5)
    assert np.isclose(fano, renewal_fano, rtol=1e-5)
    larger = master_equation(g_main, n, size=85)
    assert np.allclose((current, fano), larger, rtol=1e-5)
    print(f"unequilibrated n={n}: I = {current * current_unit:.4e} A, "
          f"I/unblocked = {2 * current:.4e}, F = {fano:.3f}")

current, fano = master_equation(g_main, 1)
n1, t1, n2, t2, nt, quiet = renewal_cycle(g_main, 1)
active_fraction = 1 - quiet / t1
simple_fano = n2 / n1
assert fano > 10 and 2 * current < 1e-2
assert active_fraction < 0.1
assert abs(fano / simple_fano - 1) < 4 * active_fraction
equilibrated_current = np.exp(-g_main) * (1 + g_main) / 2
print(f"n=1 mean quiet time = {quiet / rate_unit * 1e3:.3f} ms")
print(f"n=1 mean avalanche duration = {(t1 - quiet) / rate_unit * 1e3:.4f} ms")
print(f"n=1 avalanche time fraction = {active_fraction:.5f}")
print(f"n=1 mean charge number per cycle <N> = {n1:.3f}")
print(f"n=1 second moment <N^2> = {n2:.2f}; <N^2>/<N>^2 = {n2 / n1**2:.3f}")
print(f"n=1 Fano: full = {fano:.3f}, <N^2>/<N> = {simple_fano:.3f}")
print(f"n=1 current gain over equilibrated = {current / equilibrated_current:.2f}")

relaxed_fanos = []
for relaxation in (0.0, 1e-6, 1e-4, 1e-2, 1.0):
    value = master_equation(g_main, 1, relaxation=relaxation)[1]
    relaxed_fanos.append(value)
    print(f"n=1 relaxation = {relaxation * rate_unit:.3e} 1/s: F = {value:.3f}")
assert np.all(np.diff(relaxed_fanos) < 0)

coupling_fanos = []
for g in (4.0, 9.0, 16.0):
    value = master_equation(g, 1)[1]
    coupling_fanos.append(value)
    print(f"n=1 unequilibrated g={g:.0f}: F = {value:.3f}")
assert np.all(np.diff(coupling_fanos) > 0)


def cotunnelling_rate(final_q, lower, upper, first_virtual):
    """Second-order rate from the empty q=0 state through virtual occupation."""
    virtual = np.arange(first_virtual, 90)
    product = vectors[0, virtual] * vectors[final_q, virtual]
    integral = quad(lambda x: (product / (x - virtual)).sum()**2, lower, upper)[0]
    return gamma_energy / (2 * np.pi * phonon_energy) * integral


elastic = cotunnelling_rate(0, -0.5, 0.5, 1)
inelastic = cotunnelling_rate(1, -0.5, 1.5, 2)
elastic_ratio = elastic / blocked
trigger_ratio = inelastic * quiet
assert elastic_ratio < 0.05 and trigger_ratio < 0.05
print(f"n=0 elastic cotunnelling/sequential rate = {elastic_ratio:.4e}")
print(f"n=1 inelastic cotunnelling/trigger rate = {trigger_ratio:.4e}")
print("tests ok")
```

Output:

```
phonon energy = 10.0 meV
tunnelling energy per lead = 10.0 neV
temperature = 1.0 K; kT/phonon energy = 0.00862
Huang-Rhys factor g = 16.0; exp(-g) = 1.1254e-07
bare tunnelling rate Gamma/hbar = 1.5193e+07 1/s
unblocked current e Gamma/(2 hbar) = 1.2171e-12 A
upward rate 0->1 = 2.7355e+01 1/s
upward rate 1->2 = 2.6808e+03 1/s
upward rate 2->3 = 6.2817e+04 1/s
upward rate 3->4 = 4.7184e+05 1/s
upward rate 4->5 = 1.0705e+06 1/s
rate ratio (1->2)/(0->1) = 98.00
equilibrated n=0: I = 1.3696e-19 A, I/unblocked = 1.1254e-07, F = 0.500
equilibrated n=1: I = 2.3284e-18 A, I/unblocked = 1.9131e-06, F = 0.500
equilibrated n=2: I = 1.9860e-17 A, I/unblocked = 1.6318e-05, F = 0.500
equilibrated n=3: I = 1.1336e-16 A, I/unblocked = 9.3142e-05, F = 0.500
equilibrated n=4: I = 4.8736e-16 A, I/unblocked = 4.0044e-04, F = 0.500
equilibrated n=16: I = 6.8881e-13 A, I/unblocked = 5.6596e-01, F = 0.500
equilibrated n=24: I = 1.1899e-12 A, I/unblocked = 9.7768e-01, F = 0.500
unequilibrated n=0: I = 1.3696e-19 A, F = 0.500
blocked electron rate = 0.8549 1/s
unequilibrated n=1: I = 3.9432e-16 A, I/unblocked = 3.2400e-04, F = 164.750
unequilibrated n=2: I = 2.9810e-15 A, I/unblocked = 2.4493e-03, F = 130.338
unequilibrated n=3: I = 9.5615e-15 A, I/unblocked = 7.8562e-03, F = 69.948
unequilibrated n=4: I = 2.2691e-14 A, I/unblocked = 1.8644e-02, F = 36.412
n=1 mean quiet time = 36.556 ms
n=1 mean avalanche duration = 3.7606 ms
n=1 avalanche time fraction = 0.09328
n=1 mean charge number per cycle <N> = 99.226
n=1 second moment <N^2> = 19683.71; <N^2>/<N>^2 = 1.999
n=1 Fano: full = 164.750, <N^2>/<N> = 198.372
n=1 current gain over equilibrated = 169.36
n=1 relaxation = 0.000e+00 1/s: F = 164.750
n=1 relaxation = 1.519e+01 1/s: F = 158.293
n=1 relaxation = 1.519e+03 1/s: F = 41.276
n=1 relaxation = 1.519e+05 1/s: F = 0.646
n=1 relaxation = 1.519e+07 1/s: F = 0.500
n=1 unequilibrated g=4: F = 1.008
n=1 unequilibrated g=9: F = 10.261
n=1 unequilibrated g=16: F = 164.750
n=0 elastic cotunnelling/sequential rate = 1.2724e-02
n=1 inelastic cotunnelling/trigger rate = 6.9362e-05
tests ok
```
